# Directional emissivity of an isothermal absorbing sky

## Absorption and emission along a slanted ray

Take a flat layer of air that passes half of the infrared light of one frequency when the light comes straight down. Light arriving at 60° from the vertical has twice as far to go, because \(1/\cos60^\circ=2\). The first half of its path passes one half of the light, and the second half passes one half of what is left. A quarter reaches the ground, so the slanted path absorbs three quarters.

Now let the air be at one temperature, and look at its own glow from below. Suppose that a path which absorbs half of the incident light also glows with half the brightness of a black body at the air temperature. The nearer half of the slanted path then contributes \(1/2\). The farther half also sends out \(1/2\), but the nearer half stops half of that, so \(1/4\) arrives. The sum is \(3/4\), the same fraction that the path absorbs. The sky is half black overhead and three quarters black at 60°.

For a general zenith transmittance \(t\) and zenith angle \(\theta\), the corresponding statement is

\[
\varepsilon(\theta)=1-t^{\sec\theta},\qquad 0\le\theta<90^\circ .
\]

Here \(\varepsilon(\theta)\) is the radiance coming down to the ground from direction \(\theta\), divided by the radiance of a black body at the air temperature. Both are taken at the same photon energy. Attenuation by itself gives the absorbed fraction. To turn that fraction into an emissivity we need a law of emission, and this is where the single temperature enters.

The atmosphere is a flat slab of height \(H\), the same at every horizontal position. It absorbs and emits but does not scatter, and its refractive index is close enough to one for rays to be straight. Its absorbers are randomly oriented, so absorption does not depend on the direction of the ray. Collisions keep the gas in local thermal equilibrium. No radiation enters from space in the directions considered, which excludes the sun and replaces the faint background by zero.

The algebra uses atomic units, with \(\hbar=m_e=e=1\). A photon of angular frequency \(\omega\) then has energy \(\omega\), and \(c\) is the speed of light. The thermal energy is \(\Theta=k_BT\). Numerical values are in eV and angstrom, with seconds for rates.

The brightness of a ray is most easily followed through the mean number \(n\) of photons in one mode of the field. A volume contains \(k^2\,dk\,d\Omega/(2\pi)^3\) wave vectors per unit volume in the range \(dk\) and solid angle \(d\Omega\), and each has two polarizations. Each mode holds energy \(\omega n\), which moves at speed \(c\). With \(k=\omega/c\) and \(dk=d\omega/c\), the power per unit area, solid angle and angular frequency is

\[
I=c\,(\omega n)\,\frac{2}{(2\pi)^3}\,\frac{\omega^2}{c^3}
=\frac{\omega^3 n}{4\pi^3c^2}.
\]

At fixed \(\omega\) the radiance is proportional to \(n\), so a ratio of radiances is a ratio of occupations.

In thermal equilibrium the probability of \(j\) photons in a mode is proportional to \(q^j\), where \(q=e^{-\omega/\Theta}\). The geometric sum is \(\sum_j q^j=1/(1-q)\). Applying \(q\,d/dq\) to it gives \(\sum_j jq^j=q/(1-q)^2\). The mean occupation is the quotient of the two:

\[
n_T=\frac{q}{1-q}=\frac{1}{e^{\omega/\Theta}-1}.
\]

Putting \(n_T\) into the expression for \(I\) gives the Planck radiance \(B\). Therefore \(\varepsilon=I/B=n/n_T\), with \(n\) taken at the ground.

Consider absorbers with two states separated by energy \(\omega\). Let \(N_l\) and \(N_u\) be the numbers per unit volume in the lower and upper state. Removing a photon from a mode that holds \(j\) of them has a squared field matrix element \(j\). Adding one has \(j+1\). The absorber's own matrix element has the same modulus in both directions, so one cross-section \(\sigma\) multiplies both processes. Averaging over \(j\) replaces \(j\) by \(n\). Along a ray, with \(s\) the distance travelled,

\[
\frac{dn}{ds}=\sigma\left[N_u(n+1)-N_l n\right].
\]

The term with \(N_l\) is absorption. The term \(N_u n\) is stimulated emission, which adds photons in proportion to those already present. The remaining \(N_u\) is spontaneous emission, which occurs in an empty mode too. Collecting the terms proportional to \(n\) gives

\[
\frac{dn}{ds}=-\sigma(N_l-N_u)n+\sigma N_u .
\]

Define the net absorption coefficient \(\kappa=\sigma(N_l-N_u)\). It already contains stimulated emission as a reduction of absorption. The spontaneous term can be written with the same coefficient:

\[
\sigma N_u=\kappa\,\frac{N_u}{N_l-N_u}.
\]

Local thermal equilibrium fixes the populations by \(N_u/N_l=q\). Dividing numerator and denominator by \(N_l\) gives

\[
\frac{N_u}{N_l-N_u}=\frac{q}{1-q}=n_T ,
\]

and the equation for the ray becomes

\[
\frac{dn}{ds}=-\kappa\,(n-n_T).
\]

This is Kirchhoff's law in local form. Gas with a large absorption coefficient emits strongly, in such a proportion that radiation with \(n=n_T\) passes through unchanged. A dimmer ray gains photons and a brighter one loses them.

The two-state absorber is not essential. If many pairs of states exchange photons of energy \(\omega\), each pair has the same population ratio \(q\). Each therefore gives a term \(-\kappa_i(n-n_T)\), and their sum has the same form with \(\kappa=\sum_i\kappa_i\). What matters is that the populations are thermal. If they were held away from their Boltzmann values, \(N_u/(N_l-N_u)\) would differ from \(n_T\), and absorption would no longer determine emission.

Transmittance concerns the fate of light that enters from outside. To separate it from the glow of the air, compare two rays on the same path, one with extra incident light and one without. Their difference \(\delta n\) obeys

\[
\frac{d\,\delta n}{ds}=-\kappa\,\delta n ,
\]

because \(n_T\) cancels. Dividing by \(\delta n\) and integrating over the path gives the Beer-Lambert law

\[
\frac{\delta n_{\rm out}}{\delta n_{\rm in}}
=\exp\left(-\int\kappa\,ds\right).
\]

The populations were taken as fixed by collisions, so the light must be too weak to change them.

In a flat slab, a ray at angle \(\theta\) to the vertical covers a length \(ds=\sec\theta\,dz\) while its height changes by \(dz\) in magnitude. The angle is the same at every height, so \(\sec\theta\) can be taken out of the integral:

\[
\int\kappa\,ds=\sec\theta\int_0^H\kappa(z)\,dz=\tau\sec\theta .
\]

The vertical optical depth \(\tau\) fixes the zenith transmittance, \(t=e^{-\tau}\). The transmittance in direction \(\theta\) is

\[
e^{-\tau\sec\theta}=\left(e^{-\tau}\right)^{\sec\theta}=t^{\sec\theta}.
\]

The fraction absorbed is \(1-t^{\sec\theta}\). So far the density, and with it \(\kappa\), may vary with height.

For the emission, let \(x(s)\) be the optical depth passed since the ray entered at the top, so that \(dx/ds=\kappa\). Multiply the ray equation by \(e^x\) and bring the term in \(n\) to the left:

\[
e^x\frac{dn}{ds}+\kappa e^x n=\kappa e^x n_T .
\]

The left side is the derivative of the product \(e^xn\). On the right, \(\kappa e^x\) is the derivative of \(e^x\). If the temperature is the same everywhere, \(n_T\) is constant and

\[
\frac{d}{ds}\left(e^xn\right)=n_T\frac{d}{ds}e^x .
\]

Integrate from the top, where \(x=0\) and \(n=0\), to the ground, where \(x=\tau\sec\theta\):

\[
e^{\tau\sec\theta}\,n_{\rm ground}
=n_T\left(e^{\tau\sec\theta}-1\right).
\]

Multiplying by \(e^{-\tau\sec\theta}\) and dividing by \(n_T\) gives

\[
\varepsilon(\theta)=\frac{n_{\rm ground}}{n_T}
=1-e^{-\tau\sec\theta}=1-t^{\sec\theta}.
\]

This is the result stated at the start. If the overhead emissivity \(\varepsilon_0=1-t\) is known, the same law reads \(\varepsilon(\theta)=1-(1-\varepsilon_0)^{\sec\theta}\). At 60° it gives \(2\varepsilon_0-\varepsilon_0^2\). Two vertical thicknesses contribute, and the negative term is the part of the farther glow that the nearer air absorbs.

When the slanted optical depth \(x=\tau\sec\theta\) is small, this self-absorption is weak. The bounds follow from \(1-e^{-x}=\int_0^x e^{-y}dy\) and \(1-y\le e^{-y}\le1\) for \(y\ge0\):

\[
x-\frac{x^2}{2}\le\varepsilon(\theta)\le x .
\]

The sky then brightens in proportion to path length. A small \(\tau\) alone is not enough for this, because \(\sec\theta\) grows without limit towards the horizon. For any \(\tau>0\), the flat model gives \(\varepsilon\to1\) as \(\theta\to90^\circ\).

The effect of a small change in \(\tau\) also depends on direction. Differentiation gives \(\partial\varepsilon/\partial\tau=\sec\theta\,e^{-\tau\sec\theta}\). The first factor rewards a long path and the second suppresses it once the path is opaque. Writing \(m=\sec\theta\), the derivative with respect to \(m\) is \((1-\tau m)e^{-\tau m}\). For \(\tau<1\) the response is therefore largest at \(m=1/\tau\), where the optical depth along the ray is one. For \(\tau\ge1\) it is largest overhead.

For a numerical case, take two-state absorbers with round model parameters: \(\omega=0.12\) eV, \(\Theta=0.025\) eV, density \(N=10^{-7}\) Å\(^{-3}\), \(\sigma=2\times10^{-8}\) Å\(^2\) and \(H=10^{14}\) Å. The thermal energy corresponds to 290 K. The population ratio is \(q=e^{-4.8}=0.00823\). Since \(N=N_l+N_u=N_l(1+q)\), the absorption coefficient is

\[
\kappa=\sigma N\,\frac{1-q}{1+q}
=2\times10^{-15}\times\frac{0.99177}{1.00823}
=1.967\times10^{-15}\ \text{Å}^{-1}.
\]

Hence \(\tau=\kappa H=0.1967\) and \(t=e^{-0.1967}=0.8214\). The emissivity is 0.1786 overhead. At 60° it is \(1-0.8214^2=0.3253\). The secant law gives 0.2032 at 30°, 0.5324 at 75° and 0.8954 at 85°.

The thin estimate \(\tau\sec\theta\) at 60° is 0.3935, which is 21% above the emissivity there. At 85° it is 2.26, an impossible value for the emissivity of isothermal air. The sky is most sensitive to a change in \(\tau\) where \(\cos\theta=0.1967\), at about 79°.

Uniform density is not required. Replace \(N\) by \(3N e^{-4z/H}\) at the same temperature. The vertical integral multiplies \(\tau\) by

\[
3\int_0^1e^{-4y}\,dy=\frac34\left(1-e^{-4}\right)=0.7363 ,
\]

so \(\tau=0.1448\) and \(t=0.8652\). At 60° the emissivity is \(1-t^2=0.2515\). The distribution of absorbers affects the answer through their vertical column, because air at one temperature emits with the same \(n_T\) at every height.

## The whole sky and the limits of the secant law

The zenith angle is \(\theta\), and \(m=\sec\theta\) is the path length in units of the slab height \(H\). The net absorption coefficient is \(\kappa\), the vertical optical depth is \(\tau=\int_0^H\kappa\,dz\), and the zenith transmittance is \(t=e^{-\tau}\). The photon occupation \(n\) obeys \(dn/ds=-\kappa(n-n_T)\) along a ray. Its thermal value is \(n_T=1/(e^{\omega/\Theta}-1)\), with \(\omega\) the photon energy and \(\Theta=k_BT\). Radiance is proportional to \(n\), and its thermal value is the Planck radiance \(B\). For a flat isothermal atmosphere without scattering or incident light, \(\varepsilon(\theta)=1-t^m\). The worked case has \(\omega=0.12\) eV, \(\Theta=0.025\) eV, \(H=10^{14}\) Å, \(\tau=0.1967\) and \(t=0.8214\).

A horizontal surface receives light from the whole sky. Radiance from angle \(\theta\) is spread over an area larger by \(1/\cos\theta\), so it counts with weight \(\cos\theta\). Put \(\mu=\cos\theta\). The solid angle integrated over azimuth is \(2\pi\,d\mu\), and the downward spectral flux is

\[
F=2\pi B\int_0^1\mu\left(1-e^{-\tau/\mu}\right)d\mu .
\]

A black sky would give \(2\pi B\int_0^1\mu\,d\mu=\pi B\). The ratio \(F/(\pi B)\) is the hemispherical emissivity:

\[
\varepsilon_h
=2\int_0^1\mu\left(1-e^{-\tau/\mu}\right)d\mu
=1-2\int_0^1\mu e^{-\tau/\mu}\,d\mu .
\]

In the last integral set \(w=1/\mu\). Then \(d\mu=-dw/w^2\), and the limits \(0,1\) become \(\infty,1\). Reversing them removes the minus sign:

\[
\int_0^1\mu e^{-\tau/\mu}\,d\mu
=\int_1^\infty\frac{e^{-\tau w}}{w^3}\,dw
=E_3(\tau),
\qquad
\varepsilon_h=1-2E_3(\tau).
\]

The middle expression defines the exponential integral \(E_3\).

One direction has the same emissivity as the weighted sky. Call its secant \(m_*\). Equating \(1-e^{-\tau m_*}\) to \(1-2E_3(\tau)\) gives

\[
m_*=-\frac{\ln[2E_3(\tau)]}{\tau}.
\]

This direction depends on optical depth. For a thin sky, replacing \(1-e^{-\tau/\mu}\) by \(\tau/\mu\) gives \(\varepsilon_h\approx2\tau\). The replacement fails close to the horizon, so its total error must be bounded. For \(x\ge0\), the excess of \(x\) over \(1-e^{-x}\) is at most \(x\) and at most \(x^2/2\). Use the first bound for \(\mu<\tau\) and the second for \(\mu>\tau\), with \(\tau<1\). The error in \(\varepsilon_h\) is then at most

\[
2\int_0^\tau\tau\,d\mu+2\int_\tau^1\frac{\tau^2}{2\mu}\,d\mu
=2\tau^2+\tau^2\ln\frac1\tau .
\]

Divided by \(\tau\), this tends to zero. Thus \(\varepsilon_h/\tau\to2\). Since \(\tau m_*=-\ln(1-\varepsilon_h)\), it follows that \(m_*\to2\), which is an angle of 60°.

For a thick sky, put \(w=1+y/\tau\) in \(E_3\):

\[
E_3(\tau)=\frac{e^{-\tau}}{\tau}
\int_0^\infty\frac{e^{-y}}{(1+y/\tau)^3}\,dy .
\]

The integral tends to one, so \(m_*\) approaches \(1+\ln(\tau/2)/\tau\), which tends to one. What little a thick sky transmits comes mainly from near the zenith, where the path is shortest.

In the worked case, a 24-point Gauss-Legendre quadrature over \(\mu\) gives \(\varepsilon_h=0.2923\). The equivalent secant is \(-\ln(1-0.2923)/0.1967=1.758\), an angle of 55.3°. The zenith emissivity, 0.1786, is well below the hemispherical value, because every direction away from the zenith is seen through a longer path.

To attach units to the flux, restore \(\hbar\) and express the Planck radiance per unit photon energy \(E=\hbar\omega\):

\[
B_E=\frac{E^3}{4\pi^3\hbar^3c^2}\,
\frac{1}{e^{E/\Theta}-1}.
\]

At \(E=0.12\) eV this is 45.11 s\(^{-1}\) Å\(^{-2}\) sr\(^{-1}\). The eV of radiated energy cancels the eV of photon-energy interval. The downward spectral flux is

\[
\pi B_E\varepsilon_h
=\pi\times45.11\times0.2923
=41.4\ \text{s}^{-1}\,\text{Å}^{-2},
\]

or 664 W m\(^{-2}\) eV\(^{-1}\). A black horizontal surface at the air temperature emits \(\pi B_E=141.7\) in the same angstrom units. At this photon energy it therefore has a net radiative loss of 100.3 s\(^{-1}\) Å\(^{-2}\). Direction by direction, its net loss of radiance is \(B-B(1-t^m)=Bt^m\). The surface cools to space through the transmitted fraction. That fraction is 0.67 at 60° and 0.10 at 85° in this model.

The assumption of one temperature has a large effect on these numbers. Let \(n_T\) now vary with height, and let \(u\) be the vertical optical depth measured upwards from the ground. On the way down, \(s\) increases while \(u\) decreases, so \(\kappa\,ds=-m\,du\). The ray equation becomes

\[
\frac{dn}{du}=m(n-n_T).
\]

Multiplication by \(e^{-mu}\) combines the terms in \(n\):

\[
\frac{d}{du}\left(e^{-mu}n\right)=-m e^{-mu}n_T(u).
\]

Integrate from the ground, \(u=0\), to the top, \(u=\tau\), where \(n=0\). The left side gives \(-n(0)\), and therefore

\[
n(0)=m\int_0^\tau n_T(u)e^{-mu}\,du .
\]

Each height contributes its own thermal occupation, reduced by the air below it. Let \(r(u)=n_T(u)/n_T(0)\), where \(n_T(0)\) belongs to air at the ground. Dividing by \(n_T(0)\) gives the apparent emissivity \(\varepsilon_a\), referred to ground temperature:

\[
\varepsilon_a=m\int_0^\tau r(u)e^{-mu}\,du .
\]

For \(r=1\) the integral is \(1-e^{-m\tau}\), as before. Subtracting the general case from this one gives

\[
(1-t^m)-\varepsilon_a
=m\int_0^\tau[1-r(u)]e^{-mu}\,du .
\]

The occupation \(n_T\) rises with temperature. If the air is colder above the ground, then \(r<1\) there and the apparent emissivity is below the absorptivity. If the air above is warmer, the sign is reversed. The absorptivity itself remains \(1-t^m\), because \(n_T\) cancels from the equation for added incident light.

As an example, let \(\Theta\) fall linearly with height from 0.025 eV at the ground to 0.019 eV at the top. Keep the absorber density and cross-section fixed. Colder gas has fewer absorbers in the upper state, so \(\kappa\) rises slightly and the zenith transmittance becomes 0.8202. The absorptivity at 60° is \(1-0.8202^2=0.3273\). Integrating the ray equation numerically with an adaptive Runge-Kutta method gives an apparent emissivity of 0.1876, which is 43% below that absorptivity.

The size of this drop reflects how steeply \(n_T\) depends on temperature when \(\omega\) is several times \(\Theta\). At the top of the slab,

\[
r=\frac{e^{0.12/0.025}-1}{e^{0.12/0.019}-1}=0.22 .
\]

The thermal energy there is 24% lower than at the ground, but the thermal occupation is 78% lower. The drop also depends on where the absorbers are, because that fixes how much of the optical depth lies in cold air. With the density \(3Ne^{-4z/H}\), which is concentrated near the ground, the same temperature profile gives an apparent emissivity of 0.198 at 60° against an absorptivity of 0.252, a drop of 22%. Towards the horizon the discrepancy disappears in the flat model. With \(y=mu\), the apparent emissivity is \(\int_0^{m\tau}r(y/m)e^{-y}\,dy\). For a continuous temperature profile this tends to \(r(0)=1\) as \(m\) grows, because the observed light then comes from air close to the ground. The approach is slow when \(\tau\) is small. For the uniform density the apparent emissivity at 85° is still 0.62 against an absorptivity of 0.90.

Scattering breaks the link between attenuation and emission in another way. Let \(\beta\) be the scattering coefficient, and let \(\bar n\) be the average occupation of the directions from which light is scattered into the ray. Then

\[
\frac{dn}{ds}=-(\kappa+\beta)n+\kappa n_T+\beta\bar n .
\]

A direct beam is attenuated by \(\kappa+\beta\). The source divided by this coefficient is a weighted mean of \(n_T\) and \(\bar n\). Where \(\bar n<n_T\) along the ray, that mean lies below \(n_T\), and the source acts like colder air. Putting the measured transmittance of a direct beam into the secant law then overestimates the radiance. Light removed by scattering has not been absorbed, and it gives no matching thermal emission. Scattering can still brighten the sky, because \(\bar n\) includes emission from the ground that is sent back down. Add isotropic scattering of vertical optical depth 0.2 to the worked case, above a black ground at the air temperature. The radiance at 60° is then \(0.448B\), between 0.325 from absorption alone and 0.548 from the direct-beam transmittance.

A third limit concerns frequency. The law holds at each photon energy, but an instrument or a cooling surface responds to a band. Let \(\langle\cdots\rangle\) denote an average over the band weighted by Planck radiance. The band emissivity is

\[
\varepsilon_{\rm band}(\theta)=1-\langle t^m\rangle .
\]

It is in general different from \(1-\langle t\rangle^m\). To find the sign of the difference, let \(a=\langle t\rangle\). For \(m\ge1\), the function \(t^m\) has second derivative \(m(m-1)t^{m-2}\ge0\) for \(t>0\), so it lies on or above its tangent at \(a\):

\[
t^m\ge a^m+m a^{m-1}(t-a).
\]

Averaging removes the last term, since \(\langle t-a\rangle=0\). Thus \(\langle t^m\rangle\ge\langle t\rangle^m\), and the band-mean transmittance used in the secant law gives an emissivity that is too large or equal. The two agree overhead, where \(m=1\), and for a band in which \(t\) has a single value.

At 60°, where \(m=2\), the excess is

\[
\left(1-\langle t\rangle^2\right)-\left(1-\langle t^2\rangle\right)
=\langle t^2\rangle-\langle t\rangle^2 ,
\]

which is the variance of the transmittance over the band. Consider two halves of equal Planck weight, with cross-sections 0.25 and 5 times the original one. Their zenith transmittances are \(e^{-0.25\tau}=0.9520\) and \(e^{-5\tau}=0.3739\), with mean 0.6630. The correct emissivity at 60° is

\[
1-\frac{0.9520^2+0.3739^2}{2}=0.477 .
\]

Using the mean transmittance gives \(1-0.6630^2=0.560\). The excess of 0.084 is 18% of the correct value. The reason is physical as well as algebraic. After one vertical thickness, most of the surviving light belongs to the transparent half of the band. The second thickness therefore removes a smaller fraction than the first.

The last limit is the flat geometry. On a sphere of radius \(R\), a straight ray from the ground leaves the atmosphere at distance \(R+H\) from the centre. If its length is \(L\), the law of cosines gives

\[
(R+H)^2=R^2+L^2+2RL\cos\theta .
\]

The last sign is positive because the ray points outwards. Cancelling \(R^2\) and taking the positive root of the quadratic gives

\[
L=\sqrt{R^2\cos^2\theta+2RH+H^2}-R\cos\theta .
\]

For uniform density and temperature, integration along this path gives \(\varepsilon=1-e^{-\kappa L}\). The secant law is recovered when \(L\) is close to \(H\sec\theta\). To find the first correction, write \(\mu=\cos\theta\) and expand the root for \(2RH+H^2\ll R^2\mu^2\). Through second order in \(H\),

\[
L\approx\frac{2RH+H^2}{2R\mu}-\frac{(2RH)^2}{8R^3\mu^3}
=\frac H\mu+\frac{H^2}{2R\mu}-\frac{H^2}{2R\mu^3}.
\]

Taking out \(H/\mu\) and using \(1/\mu^2-1=\tan^2\theta\) gives

\[
L\approx H\sec\theta
\left(1-\frac{H}{2R}\tan^2\theta\right).
\]

The curved path is shorter because the local vertical turns along the ray, which makes the ray climb more steeply as it goes. The expansion needs \(\cos^2\theta\gg2H/R\), so it fails near the horizon, where the full root must be used.

With \(R=6.4\times10^{16}\) Å, the ratio \(R/H\) is 640. At 60° the path is \(1.9953H\) instead of \(2H\), and the emissivity is 0.3247 instead of 0.3253. At 85° the path is \(10.50H\), while the flat value is \(11.47H\). The emissivity falls from 0.895 to 0.873. At the horizon, \(\cos\theta=0\) gives

\[
\frac LH=\sqrt{2\times640+1}=35.79,
\qquad
\varepsilon=1-e^{-0.1967\times35.79}=0.9991 .
\]

These lengths are for straight rays. Refraction bends low rays towards the ground and lengthens them. A refractive index exceeding one by \(2.7\times10^{-4}\) at the ground, with the excess falling off over a scale height of \(0.84H\), adds about 1% to the path at 85° and about 10% at the horizon. The horizon is nearly black in this example because its straight path has optical depth 7.04. It is not black for every absorbing atmosphere. If \(\kappa\sqrt{2RH+H^2}\) is small, even the horizontal path is transparent, and the rise to unit emissivity predicted by the flat model does not occur.

All numerical values are calculated from the stated model.
